# Why the Hubbard U depends on the energy window in a p-d chain: a numerical check

```python
"""Why the Hubbard U depends on the energy window: a p-d chain.

Result under test: a window with both bands has U_dp = v_dd (atomic d orbital,
no p-d screening left to include).  A window with only the d-like band A has
U_d = n^T W_r n, smaller because (1) its Wannier density n has p tails and
(2) transitions from the full p-like band B into A screen the interaction:
W_r = (v^-1 - P_r)^-1.
Symbols: t hopping, delta = e_d - e_p, v density-density interaction between
sites, P static polarization (both spins), W screened interaction.
Hartree atomic units.  Sites are ordered d0, p0, d1, p1, ... on a ring; p_R
lies half a cell to the right of d_R.  Ring sizes 4m+2 give closed shells.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.special import ellipk

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
HOP, DELTA, CELL = 0.05, 0.15, 7.5
V_D, SOFT, EPS = 0.35, 2.0, 2.0


def hamiltonian(cells, t, delta):
    h = np.zeros((2 * cells, 2 * cells))
    for r in range(cells):
        d, p, d_next = 2 * r, 2 * r + 1, (2 * r + 2) % (2 * cells)
        h[d, d], h[p, p] = delta / 2, -delta / 2
        h[d, p] = h[p, d] = t
        h[d_next, p] = h[p, d_next] = -t
    return h


def coulomb(cells):
    """Softened Coulomb interaction between points on a circle."""
    sites = np.arange(2 * cells)
    radius = CELL * cells / (2 * np.pi)
    steps = sites[:, None] - sites[None, :]
    chord = 2 * radius * np.sin(np.pi * steps / (2 * cells))
    v = 1 / (EPS * np.sqrt(chord**2 + SOFT**2))
    v[sites[::2], sites[::2]] = V_D
    return v


def polarization(e_occ, c_occ, e_emp, c_emp):
    pair = c_occ[:, :, None] * c_emp[:, None, :]
    pair = pair.reshape(c_occ.shape[0], -1)
    gap = (e_emp[None, :] - e_occ[:, None]).ravel()
    return -4 * (pair / gap) @ pair.T


def screen(v, p):
    w = np.linalg.solve(np.eye(len(v)) - v @ p, v)
    return (w + w.T) / 2


def solve_chain(cells, t, delta, filled_a=None):
    """filled_a: number of occupied band-A orbitals per spin."""
    if filled_a is None:
        filled_a = cells // 2
    h = hamiltonian(cells, t, delta)
    e, c = np.linalg.eigh(h)
    top = cells + filled_a
    proj_a = c[:, cells:] @ c[:, cells:].T
    s, x = np.linalg.eigh(proj_a[::2, ::2])
    wannier = proj_a[:, ::2] @ ((x / np.sqrt(s)) @ x.T)[:, 0]
    v = coulomb(cells)
    p_r = polarization(e[:cells], c[:, :cells], e[top:], c[:, top:])
    p_t = polarization(e[cells:top], c[:, cells:top], e[top:], c[:, top:])
    w_r = screen(v, p_r)
    n = wannier**2
    return dict(h=h, v=v, wannier=wannier, n=n, proj_a=proj_a, top=top,
                p_r=p_r, p_t=p_t, w_r=w_r, v_w=n @ v @ n, u_d=n @ w_r @ n,
                n_d=2 * np.sum(c[0, :top]**2))


def positions(cells):
    return (np.arange(2 * cells) / 2 + cells / 2) % cells - cells / 2


def bloch_wannier(cells, t, delta, phase):
    """Wannier amplitudes from the angle formula with gauge phase*sin(k)."""
    k = 2 * np.pi * (np.arange(cells) - cells // 2) / cells
    theta = 0.5 * np.arctan(4 * t / delta * np.sin(k / 2))
    wave = np.exp(1j * np.outer(positions(cells), k))
    wave = wave * np.exp(1j * phase * np.sin(k))
    amp = np.empty(2 * cells, complex)
    amp[::2] = np.mean(wave[::2] * np.cos(theta), axis=1)
    amp[1::2] = np.mean(wave[1::2] * (-1j * np.sin(theta)), axis=1)
    return amp


def charge(h, occupied):
    c = np.linalg.eigh(h)[1][:, :occupied]
    return 2 * np.sum(c**2, axis=1)


def hartree_residual(m, external, potential, constrained):
    """Potential must equal v times (external + induced) charge."""
    pert = np.diag(potential)
    if constrained:
        pert = pert - m["proj_a"] @ pert @ m["proj_a"]
    lam = 1e-5
    induced = (charge(m["h"] + lam * pert, m["top"])
               - charge(m["h"] - lam * pert, m["top"])) / (2 * lam)
    return np.max(np.abs(potential - m["v"] @ (external + induced)))


def small_t_losses(cells, t, delta, v):
    """Leading extension and screening losses of U for weak hopping."""
    extension = 4 * (t / delta)**2 * (v[0, 0] - v[0, 1])
    pot = v[:, 0]
    g_left = pot[1::2] - pot[::2]
    g_right = pot[1::2] - np.roll(pot[::2], -1)
    coherence = 1 / (cells * np.sin(np.pi / cells))  # tends to 1/pi
    bonds = 0.5 * (g_left**2 + g_right**2) + 2 * coherence * g_left * g_right
    return extension, 4 * t**2 / delta**3 * np.sum(bonds)


big, small = 122, 62
m = solve_chain(big, HOP, DELTA)
ms = solve_chain(small, HOP, DELTA)
v, n, w_r = m["v"], m["n"], m["w_r"]

# Wannier function: projection in real space against the angle formulas.
x = positions(big)
ratio = 4 * HOP / DELTA
spread = n @ x**2 - (n @ x)**2
spread_formula = ratio**2 / (32 * np.sqrt(1 + ratio**2))
p_weight = np.sum(n[1::2])
p_formula = 0.5 * (1 - 2 / np.pi * ellipk(-ratio**2))
assert abs(np.sum(n) - 1) < 1e-10
assert np.allclose(n, np.abs(bloch_wannier(big, HOP, DELTA, 0))**2, atol=1e-10)
assert abs(spread - spread_formula) < 1e-8
assert abs(p_weight - p_formula) < 1e-8
twist = 0.3
n_twist = np.abs(bloch_wannier(big, HOP, DELTA, twist))**2
spread_twist = n_twist @ x**2 - (n_twist @ x)**2
assert abs(spread_twist - spread_formula - twist**2 / 2) < 1e-8

# Screened interactions: direct diagonalization in the predicted potential.
full_s = screen(ms["v"], ms["p_r"] + ms["p_t"])
res_r = hartree_residual(ms, ms["n"], ms["w_r"] @ ms["n"], True)
res_full = hartree_residual(ms, ms["n"], full_s @ ms["n"], False)
assert res_r < 1e-5 and res_full < 1e-5

# Fewer channels give a larger interaction; both windows give the same W.
full = screen(v, m["p_r"] + m["p_t"])
nested = screen(w_r, m["p_t"])
assert np.max(np.abs(full - nested)) < 1e-9
assert np.linalg.eigvalsh(v)[0] > 0
assert np.linalg.eigvalsh(v - w_r)[0] > -1e-10
assert np.linalg.eigvalsh(w_r - full)[0] > -1e-10

# The four combinations of orbital and screening.
u_dp, v_w, w_dd, u_d = v[0, 0], m["v_w"], w_r[0, 0], m["u_d"]
assert u_dp > v_w > u_d and u_dp > w_dd > u_d
ring_error = abs(u_d - ms["u_d"])
assert ring_error < 2e-4

# Weak-hopping laws against the complete calculation.
weak_t = 0.01 * DELTA
weak = solve_chain(small, weak_t, DELTA)
ext_law, scr_law = small_t_losses(small, weak_t, DELTA, weak["v"])
ext_ratio = (V_D - weak["v_w"]) / ext_law
scr_ratio = (weak["v_w"] - weak["u_d"]) / scr_law
assert abs(ext_ratio - 1) < 0.01 and abs(scr_ratio - 1) < 0.01

# Filling band A closes the p-to-d channel but leaves the orbital alone.
empty = solve_chain(small, HOP, DELTA, 0)
closed = solve_chain(small, HOP, DELTA, small)
assert np.allclose(empty["n"], closed["n"], atol=1e-10)
assert empty["u_d"] < ms["u_d"] < closed["u_d"]
assert abs(closed["u_d"] - closed["v_w"]) < 1e-10

print(f"hopping t = {HOP:.3f} Ha, splitting Delta = {DELTA:.3f} Ha")
print(f"cell length a = {CELL:.2f} bohr, softening = {SOFT:.2f} bohr")
print(f"background dielectric constant = {EPS:.1f}")
print(f"v_dd = {v[0, 0]:.4f} Ha, v_pp = {v[1, 1]:.4f} Ha")
print(f"v_pd nearest = {v[0, 1]:.4f} Ha, v_dd next cell = {v[0, 2]:.4f} Ha")
print(f"ring sizes: main {big} cells, check {small} cells")
print("A-band Wannier function (d-only window):")
print(f"  overlap with atomic d = {abs(m['wannier'][0]):.4f}")
print(f"  weight on central d = {n[0]:.4f}")
print(f"  weight on each nearest p = {n[1]:.4f}")
print(f"  total p weight = {p_weight:.4f}, formula {p_formula:.4f}")
print(f"  spread = {spread:.5f} a^2, formula {spread_formula:.5f} a^2")
print(f"  root spread = {np.sqrt(spread) * CELL:.3f} bohr")
print(f"  spread with phase {twist:.1f} sin k = {spread_twist:.5f} a^2")
print("On-site interaction, orbital / p-d screening:")
for label, value in (("atomic d / none (U_dp)", u_dp),
                     ("extended / none (V_w)", v_w),
                     ("atomic d / included (W_dd)", w_dd),
                     ("extended / included (U_d)", u_d)):
    print(f"  {label}: {value:.4f} Ha = {value * HARTREE_EV:.2f} eV")
print(f"total reduction U_dp - U_d = {u_dp - u_d:.4f} Ha")
print(f"ratio U_d / U_dp = {u_d / u_dp:.3f}")
print(f"extend first: extension {u_dp - v_w:.4f}, "
      f"screening {v_w - u_d:.4f} Ha")
print(f"screen first: screening {u_dp - w_dd:.4f}, "
      f"extension {w_dd - u_d:.4f} Ha")
print(f"order average: extension {(u_dp - v_w + w_dd - u_d) / 2:.4f}, "
      f"screening {(v_w - u_d + u_dp - w_dd) / 2:.4f} Ha")
print(f"W_r on p = {w_r[1, 1]:.4f} Ha, W_r nearest p-d = {w_r[0, 1]:.4f} Ha")
print(f"change of U_d between the two rings = {ring_error:.1e} Ha")
print(f"weak hopping t = {weak_t:.4f} Ha, computed loss / leading law:")
print(f"  extension {ext_ratio:.4f}, screening {scr_ratio:.4f}")
ext_here, scr_here = small_t_losses(big, HOP, DELTA, v)
print(f"leading laws at t = {HOP:.3f} Ha: extension {ext_here:.4f}, "
      f"screening {scr_here:.4f} Ha")
print(f"U_d by A-band filling ({small} cells):")
print(f"  empty {empty['u_d']:.4f}, half {ms['u_d']:.4f}, "
      f"full {closed['u_d']:.4f} Ha")
print(f"Splitting scan at t = {HOP:.3f} Ha, {small} cells, all in Ha:")
print("  Delta   V_w     U_d     extension  screening  scr/ext")
previous = (np.inf, np.inf, np.inf)
for delta in (0.10, 0.15, 0.30, 0.60):
    s = solve_chain(small, HOP, delta)
    ext, scr = V_D - s["v_w"], s["v_w"] - s["u_d"]
    print(f"  {delta:.2f}    {s['v_w']:.4f}  {s['u_d']:.4f}  {ext:.4f}"
          f"     {scr:.4f}     {scr / ext:.3f}")
    assert ext < previous[0] and scr < previous[1]
    previous = (ext, scr, scr / ext)
print(f"fully screened W on atomic d: {full_s[0, 0]:.4f} Ha "
      f"({small} cells), {full[0, 0]:.4f} Ha ({big} cells)")
print(f"largest difference of W by the two windows = "
      f"{np.max(np.abs(full - nested)):.1e} Ha")
print(f"direct-response residuals: constrained {res_r:.1e}, "
      f"full {res_full:.1e} Ha")
dc_error = (u_dp - u_d) * (m["n_d"] - 0.5)
print(f"d occupation in dp model = {m['n_d']:.4f} electrons")
print(f"double-counting shift with U_dp = "
      f"{u_dp * (m['n_d'] - 0.5):.4f} Ha")
print(f"double-counting shift with U_d = {u_d * (m['n_d'] - 0.5):.4f} Ha")
print(f"error from using U_d in dp model = {dc_error:.4f} Ha "
      f"= {dc_error * HARTREE_EV:.2f} eV")
print("done: every assertion held")
```

Running it gives:

```
hopping t = 0.050 Ha, splitting Delta = 0.150 Ha
cell length a = 7.50 bohr, softening = 2.00 bohr
background dielectric constant = 2.0
v_dd = 0.3500 Ha, v_pp = 0.2500 Ha
v_pd nearest = 0.1176 Ha, v_dd next cell = 0.0644 Ha
ring sizes: main 122 cells, check 62 cells
A-band Wannier function (d-only window):
  overlap with atomic d = 0.9379
  weight on central d = 0.8797
  weight on each nearest p = 0.0590
  total p weight = 0.1189, formula 0.1189
  spread = 0.03333 a^2, formula 0.03333 a^2
  root spread = 1.369 bohr
  spread with phase 0.3 sin k = 0.07833 a^2
On-site interaction, orbital / p-d screening:
  atomic d / none (U_dp): 0.3500 Ha = 9.52 eV
  extended / none (V_w): 0.2977 Ha = 8.10 eV
  atomic d / included (W_dd): 0.3209 Ha = 8.73 eV
  extended / included (U_d): 0.2769 Ha = 7.53 eV
total reduction U_dp - U_d = 0.0731 Ha
ratio U_d / U_dp = 0.791
extend first: extension 0.0523, screening 0.0209 Ha
screen first: screening 0.0291, extension 0.0440 Ha
order average: extension 0.0481, screening 0.0250 Ha
W_r on p = 0.2278 Ha, W_r nearest p-d = 0.1262 Ha
change of U_d between the two rings = 8.2e-06 Ha
weak hopping t = 0.0015 Ha, computed loss / leading law:
  extension 0.9990, screening 0.9968
leading laws at t = 0.050 Ha: extension 0.1033, screening 0.1226 Ha
U_d by A-band filling (62 cells):
  empty 0.2326, half 0.2769, full 0.2977 Ha
Splitting scan at t = 0.050 Ha, 62 cells, all in Ha:
  Delta   V_w     U_d     extension  screening  scr/ext
  0.10    0.2739  0.2481  0.0761     0.0257     0.338
  0.15    0.2977  0.2769  0.0523     0.0208     0.399
  0.30    0.3296  0.3214  0.0204     0.0082     0.402
  0.60    0.3440  0.3423  0.0060     0.0016     0.267
fully screened W on atomic d: 0.0450 Ha (62 cells), 0.0391 Ha (122 cells)
largest difference of W by the two windows = 2.2e-16 Ha
direct-response residuals: constrained 1.3e-10, full 9.8e-11 Ha
d occupation in dp model = 1.1793 electrons
double-counting shift with U_dp = 0.2378 Ha
double-counting shift with U_d = 0.1881 Ha
error from using U_d in dp model = 0.0497 Ha = 1.35 eV
done: every assertion held
```
